\section*{What a strain-induced exciton shift says about deformation potentials}

\section{A slope and its supposed owner}

Q: I stretch a direct-gap monolayer equally in both in-plane directions and watch its lowest bright exciton line. It moves down by about 82 meV per percent of strain. Tension lowers the conduction band, so I read this slope as the conduction-band deformation potential. If I distrust that, I can split the shift between the two bands. Is anything wrong?

A: Both readings need information that the line does not carry. Let us first fix what is being measured. For small, uniform strain I use the areal strain
\begin{equation}
s=\varepsilon_{xx}+\varepsilon_{yy},
\end{equation}
so that equal biaxial strain $\varepsilon$ gives $s=2\varepsilon$. One percent of biaxial strain is $s=0.02$, and your slope is
\begin{equation}
\frac{dE_X}{ds}\approx\frac{-0.0824\ \text{eV}}{0.02}=-4.12\ \text{eV}.
\end{equation}

Let $E(M)$ be the ground-state energy of the layer with $M$ electrons, and let $N$ be the number in the neutral layer. The band edges are energies for adding or removing an electron:
\begin{equation}
E_c=E(N+1)-E(N),\qquad E_v=E(N)-E(N-1).
\label{edges}
\end{equation}
Both are measured from the vacuum level, which is taken not to move with strain. Their slopes are the individual deformation potentials,
\begin{equation}
D_c=\frac{dE_c}{ds},\qquad D_v=\frac{dE_v}{ds}.
\end{equation}

Absorption of a photon is a different process. It takes the $N$-electron ground state to an excited state $X$ with the same $N$, so $E_X=E_X(N)-E(N)$, where $E_X(N)$ is the total energy of that state. The binding energy is the amount by which the line lies below the gap,
\begin{equation}
E_b=(E_c-E_v)-E_X,
\end{equation}
and is positive for a bound exciton. Solving for $E_X$ and differentiating gives
\begin{equation}
\frac{dE_X}{ds}=D_c-D_v-\frac{dE_b}{ds}.
\label{slope}
\end{equation}
The minus sign belongs to the convention $E_b>0$: a binding energy that falls under strain pushes the line up. Equation \eqref{slope} is one measured number set against three unknowns.

\section{Why a common shift is invisible}

Q: That is counting, and half of it follows from your definition of $E_b$. Suppose strain raises both bands by the same amount. The electrons interact and the bands mix. Could the common shift not leak into the line through $E_b$?

A: It cannot, as long as the shift is uniform. Let $\hat N$ be the electron-number operator. A common shift with slope $u$ changes the Hamiltonian to
\begin{equation}
\hat H'(s)=\hat H(s)+us\hat N .
\end{equation}
The original $\hat H$ conserves the number of electrons, so its eigenstates can be chosen with definite $M$. Acting on such a state, the added term is the number $usM$. The state stays an eigenstate, and its energy becomes $E(M)+usM$. Putting this into \eqref{edges},
\begin{align}
E_c'&=E(N+1)+us(N+1)-E(N)-usN=E_c+us,\\
E_v'&=E(N)+usN-E(N-1)-us(N-1)=E_v+us,\\
E_X'&=E_X(N)+usN-E(N)-usN=E_X .
\end{align}
Both deformation potentials change by $u$, while the line and the binding energy stay where they were. No approximation to the interaction or the band mixing was made.

Uniformity does matter. If the shift is a function $U(\mathbf r)$ of position, the excited electron gains $U(\mathbf r_e)$ and the electron missing at the hole takes away $U(\mathbf r_h)$. The pair feels
\begin{equation}
U(\mathbf r_e)-U(\mathbf r_h)\approx(\mathbf r_e-\mathbf r_h)\cdot\nabla U
\end{equation}
for a slowly varying $U$. This acts on the pair as an electric field does, so a strongly non-uniform strain lies outside the argument.

Q: And if strain acts on the two orbitals differently, does each orbital's potential then show up by itself?

A: Not in a model where strain enters as orbital energies. Write the strain term as $s(d_c\hat N_c+d_v\hat N_v)$, where $\hat N_c$ and $\hat N_v$ count electrons in the two kinds of orbital, and let $\hat H_0(s)$ hold everything else, including strained hopping. For non-degenerate states the first-order energy change is the expectation value of the change in the Hamiltonian. Taking the excited state minus the ground state at $s=0$,
\begin{equation}
\frac{dE_X}{ds}=d_c\,\Delta N_c+d_v\,\Delta N_v+\Delta\!\left\langle\frac{d\hat H_0}{ds}\right\rangle .
\end{equation}
Here $\Delta$ means excited minus ground. Since $N_c+N_v=N$ in both states, $\Delta N_v=-\Delta N_c$, and
\begin{equation}
\frac{dE_X}{ds}=(d_c-d_v)\,\Delta N_c+\Delta\!\left\langle\frac{d\hat H_0}{ds}\right\rangle .
\label{orbital}
\end{equation}
The last term does not contain $d_c$ or $d_v$, because the states at $s=0$ do not depend on them.

This was tested on an interacting ring of four cells with two orbitals per cell, by full diagonalization. With $(d_c,d_v)=(-7,-2)$ eV the edge slopes are $-5.41$ and $-3.59$ eV. With $(-2,3)$ eV they are $-0.41$ and $1.41$ eV. Each edge slope has risen by 5 eV, yet the bright line has slope $-2.73$ eV in both cases.

Q: The ring's gap slope is $-5.413+3.587=-1.826$ eV, though, and the line moves at $-2.73$ eV. Where does the rest come from?

A: From the binding energy, whose slope there is $0.905$ eV; indeed $-1.826-0.905=-2.731$ eV. Its sign follows from the hopping $t$, which weakens with $s$ in this ring. If band mixing is neglected, an electron and a hole with zero total momentum and relative wave number $k$ (cell spacing one) have kinetic energy $4t(1-\cos k)$ above the gap, and they attract on the same cell. The pair energy is $-E_b$, so the first-order rule gives
\begin{equation}
\frac{\partial E_b}{\partial t}=-\langle 4(1-\cos k)\rangle\le 0 .
\end{equation}
Less hopping means a smaller kinetic cost of binding, and $E_b$ grows. With $dt/ds=-0.8$ eV this formula gives $0.97$ eV on four cells, and band mixing lowers it to $0.905$ eV. The size of the slope belongs to this small ring: five cells give a binding slope of $1.02$ eV and a line slope of $-2.84$ eV, with the same edge slopes.

\section{How strain changes the binding}

Q: Then I give up the separate bands but keep the difference. In a real layer the binding energy should hardly notice half a percent of strain, so my slope is the gap slope.

A: What counts is the slope of $E_b$ compared with the slope of the gap, not the change in $E_b$ compared with $E_b$. Let us compute it in the effective-mass model of a weakly bound pair. With reduced mass $\mu$ the relative motion obeys
\begin{equation}
\hat H=\frac{\hat p^2}{2\mu}-V(r),\qquad \hat H\psi=-E_b\psi ,
\end{equation}
where the attraction has the Rytova--Keldysh form
\begin{equation}
V(r)=\frac{e^2}{4\pi\varepsilon_0}\,\frac{\pi}{2r_0}\left[H_0\!\left(\frac{\kappa r}{r_0}\right)-Y_0\!\left(\frac{\kappa r}{r_0}\right)\right].
\end{equation}
$H_0$ is a Struve function, $Y_0$ a Bessel function of the second kind, $r_0$ the screening length of the layer and $\kappa$ the dielectric constant of its surroundings. I hold $\kappa$ fixed. Strain then acts through
\begin{equation}
\beta_\mu=\frac{d\ln\mu}{ds},\qquad \beta_r=\frac{d\ln r_0}{ds}.
\end{equation}

Start with the mass. Let $T=\langle \hat p^2/2\mu\rangle$. Since $\mu\,\partial(1/\mu)/\partial\mu=-1/\mu$, the first-order rule gives
\begin{equation}
-\frac{\partial E_b}{\partial\ln\mu}=\left\langle-\frac{\hat p^2}{2\mu}\right\rangle=-T
\quad\Rightarrow\quad \frac{\partial E_b}{\partial\ln\mu}=T .
\label{mass}
\end{equation}
For the screening length the same rule gives
\begin{equation}
\frac{\partial E_b}{\partial\ln r_0}=\left\langle r_0\frac{\partial V}{\partial r_0}\right\rangle .
\label{screen}
\end{equation}

The right side of \eqref{screen} follows from two scaling relations. First, multiplying both $r$ and $r_0$ by $\lambda$ leaves $\kappa r/r_0$ alone and divides the prefactor by $\lambda$, so $V(\lambda r,\lambda r_0)=V(r,r_0)/\lambda$. Differentiating at $\lambda=1$,
\begin{equation}
r\frac{\partial V}{\partial r}+r_0\frac{\partial V}{\partial r_0}=-V .
\label{euler}
\end{equation}
Second, the energy is stationary at an eigenstate. Try the normalized function $\lambda\psi(\lambda\mathbf r)$. Its kinetic energy is $\lambda^2T$ and its mean attraction is $\langle V(r/\lambda)\rangle$, so
\begin{equation}
0=\frac{d}{d\lambda}\Big[\lambda^2T-\langle V(r/\lambda)\rangle\Big]_{\lambda=1}
=2T+\left\langle r\frac{\partial V}{\partial r}\right\rangle .
\label{virial}
\end{equation}
The eigenvalue itself says $-E_b=T-\langle V\rangle$, or $\langle V\rangle=T+E_b$. Averaging \eqref{euler} and inserting these results,
\begin{equation}
\left\langle r_0\frac{\partial V}{\partial r_0}\right\rangle
=-\langle V\rangle-\left\langle r\frac{\partial V}{\partial r}\right\rangle
=-(T+E_b)+2T=T-E_b .
\end{equation}
The chain rule now gives
\begin{equation}
\frac{dE_b}{ds}=T\beta_\mu-(E_b-T)\beta_r .
\label{binding}
\end{equation}
This holds for each bound $s$ level with its own $T$ and $E_b$. Finite differences of the computed $1s$ and $2s$ binding energies confirm both partial derivatives.

Q: Does it reduce to something I know?

A: When $r_0$ is much smaller than the exciton, $V$ becomes the Coulomb attraction $e^2/(4\pi\varepsilon_0\kappa r)$. Then $r\,\partial V/\partial r=-V$, so \eqref{virial} gives $2T=\langle V\rangle=T+E_b$, hence $T=E_b$. The screening term vanishes and $E_b$ is proportional to $\mu$.

When $r_0$ is much larger than $\kappa r$, the small-argument forms of $H_0$ and $Y_0$ give
\begin{equation}
V\approx\frac{e^2}{4\pi\varepsilon_0r_0}\left[\ln\frac{2r_0}{\kappa r}-\gamma\right],
\end{equation}
where $\gamma$ is Euler's constant. Now $r\,\partial V/\partial r=-e^2/(4\pi\varepsilon_0r_0)$, and \eqref{virial} gives
\begin{equation}
T=\frac{e^2}{8\pi\varepsilon_0r_0},
\label{logT}
\end{equation}
the same for every level that fits inside this region.

\section{One line, three different layers}

Q: Give me numbers. How far off would I be?

A: Take a model layer with chosen values $\mu=0.25\,m_e$, $r_0=4$ nm, $\kappa=2$, $\beta_\mu=-3$ and $\beta_r=2$. Under tension the pair becomes lighter and the screening length grows. The $1s$ level has $E_b=0.374$ eV and $T=0.130$ eV, so \eqref{binding} gives
\begin{align}
\frac{dE_b}{ds}&=0.130(-3)-(0.374-0.130)(2)\ \text{eV}\nonumber\\
&=-0.390-0.488=-0.878\ \text{eV}.
\end{align}

Let case A have $D_c=-7$ eV and $D_v=-2$ eV. Its line slope is
\begin{equation}
\frac{dE_X}{ds}=-7-(-2)-(-0.878)=-4.122\ \text{eV},
\end{equation}
which is your 82 meV per percent, downward. Case B has $D_c=-2$ eV and $D_v=3$ eV, with the same binding response:
\begin{equation}
\frac{dE_X}{ds}=-2-3+0.878=-4.122\ \text{eV}.
\end{equation}
In A both edges fall; in B the valence edge rises. If you called the line slope $D_c$, its magnitude would be too small by 2.88 eV in A and too large by 2.12 eV in B. At 0.5\% biaxial strain, with $\mu$ and $r_0$ taken linear in $s$, both lines have moved by $-41.31$ meV; with $\ln\mu$ and $\ln r_0$ linear in $s$ instead, the shift is $-41.32$ meV.

Your fallback, that the line slope is the gap slope, also fails here. The gap slope is $-5$ eV in A and B, and the line misses 0.878 eV of it, about 18\% of the gap slope. At 0.5\% strain the binding energy has changed by roughly $-0.878\times0.01$ eV, or $-0.009$ eV. That is small beside 0.374 eV, but the gap has moved by only $-0.05$ eV.

Case C shows that the gap slope cannot be read back from the line either. Its binding energy does not respond to strain, and its edges have $D_c=-6.122$ eV and $D_v=-2$ eV. Its gap slope and line slope are both $-4.122$ eV.

Q: Could I tell C from A by pulling harder and looking for curvature?

A: At 0.5\% strain C has moved by $-41.22$ meV, so the two lines differ by about 0.1 meV. In this example the edges are exactly linear in $s$, so the difference is the nonlinear part of A's binding energy. In a real layer the edges may curve too, and \eqref{slope} taken to higher order has the same ambiguity: curvature of the line does not say whether the gap or the binding energy is curved.

\section{Adding a second line}

Q: I can also see the $2s$ exciton. Does the distance between the lines give me the missing term?

A: It gives a useful part of it. The gap cancels in the difference:
\begin{equation}
E_{2s}-E_{1s}=E_b^{(1s)}-E_b^{(2s)} .
\end{equation}
No edge deformation potential appears, so a spacing that changes with strain shows that the binding has changed. In the example the $2s$ level has $E_b=0.1331$ eV, $T=0.0756$ eV and $dE_b/ds=-0.342$ eV. The spacing therefore has slope
\begin{equation}
-0.878-(-0.342)=-0.536\ \text{eV}.
\end{equation}

Turning this into the $1s$ binding slope requires a model, and even within ours one spacing does not determine both $\beta_\mu$ and $\beta_r$. Subtracting \eqref{binding} for the two levels gives, in eV,
\begin{equation}
-0.536=(0.1300-0.0756)\beta_\mu+(-0.2440+0.0575)\beta_r .
\end{equation}
The coefficients are $0.0544$ and $-0.1865$. If you blame the mass alone, $\beta_\mu=-0.536/0.0544\approx-9.85$, and the $1s$ binding slope comes out as $0.130(-9.85)\approx-1.28$ eV. If you blame screening alone, $\beta_r=0.536/0.1865\approx2.87$, and it comes out as $-0.244(2.87)\approx-0.70$ eV. The value in the example, $-0.878$ eV, lies between them. By \eqref{slope} the gap slope is the line slope plus the binding slope, so the two readings give about $-5.40$ and $-4.82$ eV, against the actual $-5$ eV.

The large-$r_0$ limit makes the weakness plain. There \eqref{logT} gives both levels the same $T$, so a change of mass moves both binding energies equally and drops out of the spacing. It still moves each line. The example is not in that limit, since its two kinetic energies are 0.130 and 0.076 eV, and its spacing keeps some sensitivity to the mass. In the example an independent value of $\beta_\mu$ or $\beta_r$ would remove the ambiguity within this model. Near the large-$r_0$ limit a known $\beta_r$ is of little help, because the spacing then says almost nothing about $\beta_\mu$.

\section{What would separate the edges}

Q: Suppose I know the binding slope. What must I add to get $D_c$?

A: One edge measured against vacuum. Photoemission can supply the valence edge if the vacuum level is established at each strain. Rearranging \eqref{slope},
\begin{equation}
D_c=\frac{dE_X}{ds}+D_v+\frac{dE_b}{ds}.
\end{equation}
With $D_v=-2$ eV, case A gives $-4.122-2-0.878=-7.000$ eV. With $D_v=3$ eV, case B gives $-4.122+3-0.878=-2.000$ eV. The same optical data lead to different answers because the added measurement differs.

The reference has to be the right one. If the valence edge is recorded relative to the Fermi level $E_F$, its slope is
\begin{equation}
\frac{d(E_v-E_F)}{ds}=D_v-\frac{dE_F}{ds},
\end{equation}
and any motion of $E_F$ against vacuum enters your $D_v$, and through it your $D_c$, in full.

Q: And when may I trust \eqref{slope} with a single straight line through my data?

A: When the shift is linear within the accuracy of the data, the same transition remains the lowest bright one over the whole strain range, and strain does not split it. If another valley takes over an edge, $E_c$ or $E_v$ in \eqref{edges} changes its slope while your line may still belong to the old valley. If \eqref{binding} supplies the binding slope, the edges in \eqref{slope} must then be those of the valley that makes the line. The same holds for spin: where the lowest conduction band has the opposite spin and the lowest exciton is dark, the bright line belongs to the upper spin-split band, and that band's edge is the one to pair with \eqref{binding}. Uniaxial strain can make the mass depend on direction, and the isotropic pair model behind \eqref{binding} would have to be replaced. If stretching also alters the contact with the substrate, $\kappa$ changes and \eqref{binding} gains the term $\langle\partial V/\partial\kappa\rangle\,d\kappa/ds$. Strain-dependent phonon shifts have been left out throughout.

Your original reading does have a domain. If you know independently that the valence edge stays fixed against vacuum and that the binding energy does not respond to strain, then $D_v=0$, $dE_b/ds=0$, and the line slope is $D_c$.

Q: So I should report $-82$ meV per percent as the shift of the exciton line, and call it a gap deformation potential only with a stated binding correction.

A: Yes, and give the strain convention with it, since the slope per unit $s$ is half the slope per unit $\varepsilon$. The values for all three cases and for the ring are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
MODEL MONOLAYER (slopes are per unit areal strain)
reduced mass = 0.25 m_e
screening length = 4.0 nm; kappa = 2.0 (no unit)
beta_mu = -3.0; beta_r = 2.0 (no unit)
unstrained edges E_c, E_v = -4.00, -6.20 eV
unstrained gap = 2.20 eV
unstrained 1s peak = 1.8260 eV
1s binding energy = 0.3740 eV
1s binding energy, radial grid = 0.3740 eV
1s mean kinetic energy = 0.1300 eV
1s dE_b/dln(mu), finite diff. = 0.1300 eV
1s dE_b/dln(r0), finite diff. = -0.2440 eV
1s dE_b/ds, formula = -0.8780 eV
2s binding energy = 0.1331 eV
2s binding energy, radial grid = 0.1331 eV
2s mean kinetic energy = 0.0756 eV
2s dE_b/dln(mu), finite diff. = 0.0756 eV
2s dE_b/dln(r0), finite diff. = -0.0575 eV
2s dE_b/ds, formula = -0.3417 eV
1s mass part of dE_b/ds = -0.3900 eV
1s screening part = -0.4880 eV
Coulomb-limit 1s binding, formula = 3.4014 eV
Coulomb-limit 1s binding, basis = 3.4009 eV
Coulomb-limit 1s kinetic, basis = 3.4001 eV
1s peak slope, formula = -4.1220 eV
2s-1s spacing slope, finite diff. = -0.5362 eV
biaxial strain = 0.50 %; s = 0.010
case A: D_c, D_v = -7.0000, -2.0000 eV
case A: gap slope = -5.0000 eV
case A: 1s peak slope = -4.1220 eV
case A: 1s shift at this strain = -41.31 meV
case B: D_c, D_v = -2.0000, 3.0000 eV
case B: gap slope = -5.0000 eV
case B: 1s peak slope = -4.1220 eV
case B: 1s shift at this strain = -41.31 meV
case C: D_c, D_v = -6.1220, -2.0000 eV
case C: gap slope = -4.1220 eV
case C: 1s peak slope = -4.1220 eV
case C: 1s shift at this strain = -41.22 meV
case A peak slope = -82.44 meV per % biaxial
INTERACTING RING (orbital potentials A: -7,-2; B: -2,3 eV)
ring unstrained binding energy = 0.4930 eV
ring conduction-orbital transfer = 0.9999 electrons
ring A: edge slopes = -5.4131, -3.5869 eV
ring A: peak slope = -2.7314 eV
ring B: edge slopes = -0.4131, 1.4131 eV
ring B: peak slope = -2.7314 eV
ring A: binding-energy slope = 0.9053 eV
\end{verbatim}
